# Why a triplet coupled to e modes has no tunnelling splitting: a program that tests the result

```python
"""
RESULT UNDER TEST
An orbital triplet (x, y, z) coupled only to an e pair of modes has three
tetragonal wells with NO tunnelling splitting, although the vibrational ground
functions of two wells overlap by S = exp(-3 E_JT / (2 hw)).
Symbols: hw   = vibrational quantum (meV)
         E_JT = relaxation energy of a tetragonal well (meV) = g^2 hw
         E_T  = relaxation energy of a trigonal distortion from t2 modes (meV)
         delta, lam = off-diagonal strain energy, spin-orbit parameter (meV)
The orbital matrices are obtained by quadrature for a tetrahedron of four
attractive Gaussian atoms; they are not assumed to be diagonal.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import minimize

# ---------- orbital matrix of a distorted tetrahedron, by quadrature ----------
nodes, weights = np.polynomial.hermite.hermgauss(18)
grid = np.array(np.meshgrid(nodes, nodes, nodes, indexing="ij")).reshape(3, -1)
w3 = np.einsum("i,j,k->ijk", weights, weights, weights).ravel()
atoms = 1.3 * np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])


def orbital_matrix(strain):
    """<p_i|V|p_j> with p_i = x_i exp(-r^2/2), atoms moved by a strain."""
    moved = atoms @ (np.eye(3) + strain)
    pot = np.zeros(grid.shape[1])
    for centre in moved:
        pot -= np.exp(-((grid - centre[:, None]) ** 2).sum(axis=0))
    return (grid * (w3 * pot)) @ grid.T / (np.pi ** 1.5 / 2)


def shear(i, j):
    m = np.zeros((3, 3))
    m[i, j] = m[j, i] = 1.0
    return m


theta = np.diag([-1.0, -1.0, 2.0]) / np.sqrt(6)
eps = np.diag([1.0, -1.0, 0.0]) / np.sqrt(2)


def off_diagonal(m):
    return np.abs(m - np.diag(np.diag(m))).max()


# finite distortions, so all orders in the displacement are included
m_e = orbital_matrix(0.15 * theta + 0.10 * eps)
m_t = orbital_matrix(0.15 * shear(0, 1))
off_e, off_t = off_diagonal(m_e), off_diagonal(m_t)
diag_spread = np.ptp(np.diag(m_e))
assert off_e < 1e-12 and off_t > 1e-3 and diag_spread > 1e-3


def slope(direction, h=1e-5):
    return (orbital_matrix(h * direction)
            - orbital_matrix(-h * direction)) / (2 * h)


s_theta, s_eps = slope(theta), slope(eps)
scale = -s_theta[2, 2]
E_OPS = [s_theta / scale, s_eps / scale]
r3 = np.sqrt(3) / 2
assert np.allclose(E_OPS[0], np.diag([0.5, 0.5, -1]), atol=1e-7)
assert np.allclose(E_OPS[1], np.diag([-r3, r3, 0]), atol=1e-7)
s_t2 = [slope(shear(i, j)) for i, j in ((1, 2), (0, 2), (0, 1))]
T_OPS = [s / s_t2[2][0, 1] for s in s_t2]
assert np.allclose(T_OPS[2], shear(0, 1), atol=1e-7)


# ---------- vibrational operators and vibronic Hamiltonians ----------
def oscillators(modes, cutoff):
    """Total quanta (diagonal) and a + a^dagger of each mode."""
    states = [s for s in itertools.product(range(cutoff + 1), repeat=modes)
              if sum(s) <= cutoff]
    index = {s: k for k, s in enumerate(states)}
    xs = [np.zeros((len(states),) * 2) for _ in range(modes)]
    for s, k in index.items():
        for m in range(modes):
            up = s[:m] + (s[m] + 1,) + s[m + 1:]
            if up in index:
                xs[m][k, index[up]] = xs[m][index[up], k] = np.sqrt(s[m] + 1)
    return np.diag([float(sum(s)) for s in states]), xs


def vibronic(hw, g, ops, cutoff, zero_point, extra=None):
    """Orbital (or orbital-spin) states coupled linearly to len(ops) modes."""
    number, xs = oscillators(len(ops), cutoff)
    one = np.eye(len(number))
    h = np.kron(np.eye(len(ops[0])), hw * (number + zero_point * one))
    for op, x in zip(ops, xs):
        h = h + g * hw * np.kron(op, x)
    if extra is not None:
        h = h + np.kron(extra, one)
    return h


def low_levels(h, count):
    return eigh(h, eigvals_only=True, subset_by_index=[0, count - 1])


HW, EJT, ET = 30.0, 45.0, 5.0            # round model parameters, meV
HW_V, EJT_V, ET_V = 30.0, 200.0, 100.0   # rough silicon-vacancy regime, meV
g = np.sqrt(EJT / HW)

# spectrum of the triplet coupled to the e pair
levels = low_levels(vibronic(HW, g, E_OPS, 16, 1.0), 18)
expected = np.repeat([-EJT + HW * (n + 1) for n in range(3)], [3, 6, 9])
assert np.abs(levels - expected).max() < 1e-3
split_e = levels[2] - levels[0]
assert split_e < 1e-6


# vibrational overlap of two wells, from numerically found ground functions
def well_overlap(hw, ejt, cutoff):
    number, xs = oscillators(2, cutoff)
    ground = []
    for orb in (0, 2):
        h = hw * number
        for op, x in zip(E_OPS, xs):
            h = h + np.sqrt(ejt / hw) * hw * op[orb, orb] * x
        ground.append(eigh(h, subset_by_index=[0, 0])[1][:, 0])
    return abs(ground[0] @ ground[1])


S = well_overlap(HW, EJT, 16)
S_V = well_overlap(HW_V, EJT_V, 32)
assert abs(S / np.exp(-1.5 * EJT / HW) - 1) < 1e-5
assert abs(S_V / np.exp(-1.5 * EJT_V / HW_V) - 1) < 1e-3

# ---------- control: one electronic state on the same lowest surface ----------
n_grid, half = 40, 6.0
q = np.linspace(-half, half, n_grid)
dq = q[1] - q[0]
diff = np.subtract.outer(np.arange(n_grid), np.arange(n_grid))
safe = np.where(diff == 0, 1, diff)
kin = np.where(diff == 0, np.pi ** 2 / 6, (-1.0) ** diff / safe ** 2) / dq ** 2
q1, q2 = np.meshgrid(q, q, indexing="ij")
sheets = [np.sqrt(2) * g * (E_OPS[0][i, i] * q1 + E_OPS[1][i, i] * q2)
          for i in range(3)]
surface = 0.5 * (q1 ** 2 + q2 ** 2) + np.min(sheets, axis=0)
h_one = np.kron(kin, np.eye(n_grid)) + np.kron(np.eye(n_grid), kin)
one_sheet = HW * low_levels(h_one + np.diag(surface.ravel()), 4)
split_one = one_sheet[1] - one_sheet[0]
# the square grid slightly breaks the threefold symmetry at the surface's kinks
assert split_one > 0.5 and one_sheet[2] - one_sheet[1] < 0.05 * split_one

# ---------- perturbations that change the orbital, and one that does not ------
small = 0.02
lev = low_levels(vibronic(HW, g, E_OPS, 14, 1.0,
                          small * (np.ones((3, 3)) - np.eye(3))), 3)
ratio_111 = (lev[2] - lev[0]) / (3 * small * S)
assert abs(ratio_111 - 1) < 5e-3         # second order is about small/HW
lev = low_levels(vibronic(HW, g, E_OPS, 14, 1.0, small * E_OPS[0]), 3)
ratio_tet = (lev[2] - lev[0]) / (1.5 * small)
assert abs(ratio_tet - 1) < 1e-3

L = np.zeros((3, 3, 3), complex)
for a, b, c in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    L[a, b, c], L[a, c, b] = -1j, 1j
spin = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
LS = sum(np.kron(L[k], spin[k]) for k in range(3))
E_SPIN = [np.kron(op, np.eye(2)) for op in E_OPS]


def spin_orbit_split(lam):
    v = low_levels(vibronic(HW, g, E_SPIN, 14, 1.0, lam * LS), 6)
    return v[5] - v[0]


ratio_so = spin_orbit_split(small) / (1.5 * small * S)
assert abs(ratio_so - 1) < 5e-3
LAM = 1.0
so_full = spin_orbit_split(LAM)

# ---------- added t2 coupling: e pair and t2 triple together ----------
num_e, x_e = oscillators(2, 8)
num_t, x_t = oscillators(3, 3)
one_e, one_t = np.eye(len(num_e)), np.eye(len(num_t))
h5 = np.kron(np.eye(3), HW * (np.kron(num_e, one_t) + np.kron(one_e, num_t)))
for op, x in zip(E_OPS, x_e):
    h5 += g * HW * np.kron(op, np.kron(x, one_t))
g_t = np.sqrt(0.75 * ET / HW)
for op, x in zip(T_OPS, x_t):
    h5 += g_t * HW * np.kron(op, np.kron(one_e, x))
val5, vec5 = eigh(h5, subset_by_index=[0, 3], overwrite_a=True)
del h5
split_both = val5[2] - val5[0]
part_x = vec5[:len(num_e) * len(num_t), :3]
admixture = 1 - np.linalg.eigvalsh(part_x.T @ part_x)[-1]
assert split_both < 1e-6 and val5[3] - val5[2] > 1.0 and admixture > 1e-3

# contrast: the same triplet coupled only to t2 modes (four trigonal wells)
lev_t = low_levels(vibronic(HW, np.sqrt(0.75 * EJT / HW), T_OPS, 11, 1.5), 5)
split_t2 = lev_t[3] - lev_t[2]
assert lev_t[2] - lev_t[0] < 1e-6
assert 0.1 < split_t2 < HW and lev_t[4] - lev_t[3] > 0.1


# ---------- pass between two wells on the lowest surface ----------
def pass_height(hw, ejt, et):
    ge, gt = np.sqrt(ejt / hw), np.sqrt(0.75 * et / hw)

    def lowest(p):
        m = np.sqrt(2) * (ge * p[0] * E_OPS[0] + gt * p[1] * T_OPS[2])
        return hw * (0.5 * (p[0] ** 2 + p[1] ** 2) + np.linalg.eigvalsh(m)[0])
    fit = minimize(lowest, [-0.6 * ge, -1.2 * gt], method="Nelder-Mead",
                   options={"xatol": 1e-8, "fatol": 1e-9, "maxiter": 2000})
    return fit.fun + ejt


bar_e = pass_height(HW, EJT, 0.0)
bar_et = pass_height(HW, EJT, ET)
bar_v = pass_height(HW_V, EJT_V, ET_V)
for found, e1, e2 in ((bar_e, EJT, 0), (bar_et, EJT, ET), (bar_v, EJT_V, ET_V)):
    assert abs(found - 0.75 * (e1 - e2)) < 1e-4

# ---------- sizes in laboratory units ----------
meV = 1e-3 * const.e
mass = 28.0855 * const.atomic_mass
length = const.hbar / np.sqrt(mass * HW * meV)
separation = np.sqrt(6) * g * length
assert abs(np.exp(-separation ** 2 / (4 * length ** 2)) / S - 1) < 1e-5
attempt = HW_V * meV / const.h
t_hop = bar_v * meV / (const.k * np.log(attempt))
DEF_POT, STRAIN = 2000.0, 1e-5           # meV per unit strain, strain
delta = DEF_POT * STRAIN

print("ORBITAL MATRIX AT FINITE DISTORTION (model units)")
print(f"e distortion: largest off-diagonal element  {off_e:.1e}")
print(f"e distortion: spread of diagonal elements   {diag_spread:.4f}")
print(f"t2 distortion: largest off-diagonal element {off_t:.4f}")
print("EXAMPLE WITH APPRECIABLE OVERLAP")
print(f"vibrational quantum hw                      {HW:.1f} meV")
print(f"relaxation energy E_JT                      {EJT:.1f} meV")
print(f"coupling g                                  {g:.4f}")
print(f"oscillator length, silicon mass             {length*1e12:.2f} pm")
print(f"separation of two wells                     {separation*1e12:.2f} pm")
print(f"pass between wells, e modes only            {bar_e:.2f} meV")
print(f"zero-point energy of one mode               {HW/2:.1f} meV")
print(f"vibrational overlap S                       {S:.4f}")
print(f"levels 1, 4, 10                             "
      f"{levels[0]:.3f}, {levels[3]:.3f}, {levels[9]:.3f} meV")
print(f"splitting of ground triplet (numerical)     {split_e:.1e} meV")
print(f"one-state control, same surface: splitting  {split_one:.2f} meV")
print(f"triplet with t2 only, E_T = {EJT:.0f} meV: split  {split_t2:.2f} meV")
print("PERTURBATIONS: DIAGONALIZATION / FIRST-ORDER FORMULA")
print(f"[111] strain, 3 delta S                     {ratio_111:.5f}")
print(f"spin-orbit, 3 lam S / 2                     {ratio_so:.5f}")
print(f"tetragonal strain, 3 delta / 2              {ratio_tet:.5f}")
print("NEGLECTED EFFECTS IN THE EXAMPLE")
print(f"spin-orbit parameter lam                    {LAM:.1f} meV")
print(f"spin-orbit splitting without vibrations     {1.5*LAM:.2f} meV")
print(f"spin-orbit splitting, first order           {1.5*LAM*S:.4f} meV")
print(f"spin-orbit splitting, diagonalized          {so_full:.4f} meV")
print(f"strain energy delta at strain {STRAIN:.0e}         {delta:.3f} meV")
print(f"[111] strain splitting 3 delta S            {3*delta*S*1e3:.2f} ueV")
print(f"tetragonal strain offset 3 delta / 2        {1.5*delta*1e3:.1f} ueV")
print(f"added t2 coupling, E_T                      {ET:.1f} meV")
print(f"ground splitting with t2 added (numerical)  {split_both:.1e} meV")
print(f"weight of other orbitals with t2 added      {admixture:.4f}")
print(f"pass between wells with t2 added            {bar_et:.2f} meV")
print("ROUGH REGIME OF THE POSITIVE SILICON VACANCY")
print(f"hw, E_JT, assumed E_T                       "
      f"{HW_V:.0f}, {EJT_V:.0f}, {ET_V:.0f} meV")
print(f"vibrational overlap S                       {S_V:.2e}")
print(f"spin-orbit splitting, first order           {1.5*LAM*S_V*1e6:.1f} neV")
print(f"[111] strain splitting 3 delta S            {3*delta*S_V*1e6:.2f} neV")
print(f"tetragonal strain offset 3 delta / 2        {1.5*delta*1e3:.1f} ueV")
print(f"pass between wells with t2 coupling         {bar_v:.1f} meV")
print(f"attempt frequency hw/h                      {attempt/1e12:.2f} THz")
print(f"thermal energy at 4 K                       {const.k*4/meV:.3f} meV")
print(f"temperature for one activated hop per s     {t_hop:.1f} K")
print("no test failed")
```

Running it gives:

```
ORBITAL MATRIX AT FINITE DISTORTION (model units)
e distortion: largest off-diagonal element  3.4e-18
e distortion: spread of diagonal elements   0.0467
t2 distortion: largest off-diagonal element 0.0184
EXAMPLE WITH APPRECIABLE OVERLAP
vibrational quantum hw                      30.0 meV
relaxation energy E_JT                      45.0 meV
coupling g                                  1.2247
oscillator length, silicon mass             7.04 pm
separation of two wells                     21.13 pm
pass between wells, e modes only            33.75 meV
zero-point energy of one mode               15.0 meV
vibrational overlap S                       0.1054
levels 1, 4, 10                             -15.000, 15.000, 45.000 meV
splitting of ground triplet (numerical)     2.3e-09 meV
one-state control, same surface: splitting  7.69 meV
triplet with t2 only, E_T = 45 meV: split  9.34 meV
PERTURBATIONS: DIAGONALIZATION / FIRST-ORDER FORMULA
[111] strain, 3 delta S                     0.99968
spin-orbit, 3 lam S / 2                     1.00016
tetragonal strain, 3 delta / 2              1.00000
NEGLECTED EFFECTS IN THE EXAMPLE
spin-orbit parameter lam                    1.0 meV
spin-orbit splitting without vibrations     1.50 meV
spin-orbit splitting, first order           0.1581 meV
spin-orbit splitting, diagonalized          0.1594 meV
strain energy delta at strain 1e-05         0.020 meV
[111] strain splitting 3 delta S            6.32 ueV
tetragonal strain offset 3 delta / 2        30.0 ueV
added t2 coupling, E_T                      5.0 meV
ground splitting with t2 added (numerical)  2.2e-09 meV
weight of other orbitals with t2 added      0.0176
pass between wells with t2 added            30.00 meV
ROUGH REGIME OF THE POSITIVE SILICON VACANCY
hw, E_JT, assumed E_T                       30, 200, 100 meV
vibrational overlap S                       4.54e-05
spin-orbit splitting, first order           68.1 neV
[111] strain splitting 3 delta S            2.72 neV
tetragonal strain offset 3 delta / 2        30.0 ueV
pass between wells with t2 coupling         75.0 meV
attempt frequency hw/h                      7.25 THz
thermal energy at 4 K                       0.345 meV
temperature for one activated hop per s     29.4 K
no test failed
```
